# Diffuse Electron Reflection from Copper with 0.1 nm Gaussian Roughness

An electron crossing a narrow copper line soon meets a side wall. If the wall acts as a mirror, the electron keeps its momentum along the line; if not, the momentum can change and the wall adds to the resistance. A wall whose height varies by 0.1 nm sounds smooth, since that is less than half an atomic diameter. The relevant length, however, is the electron wavelength, and in copper this is about 4.6 Å, or 0.46 nm.

## The estimate on an envelope

Let the wall have rms height $h=1$ Å about its mean plane, and let an electron at the Fermi level arrive along the normal with wave number $k_F=1.36$ Å$^{-1}$. A patch displaced by $h$ changes the path by $2h$, once on the way in and once on the way out. The rms phase is therefore

$$2k_Fh=2\times1.36\times1.00=2.72\ \text{rad}.$$

The phase variance is the square of this number:

$$s=(2k_Fh)^2=4k_F^2h^2=7.40\ \text{rad}^2 .$$

To see what such a variance does, build the random phase from $N$ small independent parts, each of mean zero and variance $s/N$. The average of one phase factor is about $1-s/2N$, because the linear term averages to zero. The product of $N$ such averages tends to $e^{-s/2}$. This is the surviving mirror amplitude; the intensity is its square,

$$p\approx e^{-s}=e^{-7.40}=6\times10^{-4}.$$

About 99.94 % of the reflected electrons leave the mirror direction. The derivation below shows which assumptions this rests on.

## The wave number

Atomic units are used in the algebra, so $\hbar=m=1$; numerical lengths are in Å and energies in eV. Conduction electrons are treated as free, one per atom. In a volume $V$ there are $V/(2\pi)^3$ plane waves per unit volume of wave-vector space, each holding two spins. Filling a sphere of radius $k_F$ with $nV$ electrons gives

$$nV=2\,\frac{V}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{Vk_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}.$$

The cubic cell of copper holds four atoms. With the lattice constant set to $a=3.61$ Å as a model input, $n=4/a^3=0.0850$ Å$^{-3}$ and $k_F=1.360$ Å$^{-1}$. The wavelength is $2\pi/k_F=4.62$ Å, and $E_F=k_F^2/2$ converts to 7.05 eV.

## One displaced mirror

The metal fills $z>\zeta$. For a flat wall at $\zeta=0$, the wave inside the metal is

$$\psi_0(z)=e^{-ikz}+r_0e^{ikz},$$

where the first term travels towards the wall. If the wall moves rigidly to $\zeta$, the solution moves with it:

$$\psi_0(z-\zeta)=e^{ik\zeta}\left[e^{-ikz}+r_0e^{-2ik\zeta}e^{ikz}\right].$$

The common factor is irrelevant, so the reflection amplitude is

$$r(\zeta)=r_0e^{-2ik\zeta}.$$

A finite barrier changes $r_0$ but not the dependence on $\zeta$. For a step barrier, the wave outside is $te^{\kappa z}$. Matching value and slope at $z=0$ gives $1+r_0=t$ and $ik(r_0-1)=\kappa t$. Eliminating $t$,

$$r_0(ik-\kappa)=ik+\kappa,\qquad r_0=-\frac{\kappa+ik}{\kappa-ik},$$

whose modulus is one. All electrons return. For a barrier 4.6 eV above the Fermi level, a rough typical value for a metal facing vacuum, the outside amplitude decays over $1/\kappa=0.91$ Å.

## From one mirror to a rough wall

Now let the height be $\zeta(x)$, with mean zero. Take a hard wall, where $\psi=0$ at the surface and $r_0=-1$, and a surface repeated with a long period. The outgoing wave is a sum over lateral wave numbers $G_n$, with $G_0=0$:

$$\psi=e^{-ikz}+\sum_nA_ne^{iG_nx+iq_nz},\qquad q_n=\sqrt{k^2-G_n^2}.$$

For gentle slopes this expansion may be used down to the wall. Setting $\psi=0$ there gives

$$\sum_nA_ne^{iG_nx+iq_n\zeta(x)}=-e^{-ik\zeta(x)}.$$

If the important $G_n$ are much smaller than $k$, then $q_n\approx k$. Multiplying both sides by $e^{-ik\zeta}$ leaves

$$\sum_nA_ne^{iG_nx}=-e^{-2ik\zeta(x)}.$$

Averaging over $x$ removes every term except $n=0$:

$$A_0=-\overline{e^{-2ik\zeta(x)}}.$$

Each patch thus reflects as its own displaced mirror, and the specular amplitude is the mean. With two lateral directions the average runs over the area.

The size of the error can be estimated. Let the heights at lateral separation $r$ have the correlation $h^2e^{-r^2/\xi^2}$. Minus its second derivative at $r=0$ is the mean square slope,

$$\overline{(\zeta')^2}=\frac{2h^2}{\xi^2}.$$

The outgoing field $f=-e^{-2ik\zeta}$ has unit modulus and $f'=-2ik\zeta'f$, so its mean square lateral wave number is

$$\overline{G^2}=\overline{|f'|^2}=4k^2\,\overline{(\zeta')^2}=\frac{8k^2h^2}{\xi^2}.$$

Since $q\approx k-G^2/2k$, replacing $q$ by $k$ causes a phase error of typical size

$$\frac{h\,\overline{G^2}}{2k}=\frac{4kh^3}{\xi^2}.$$

For $h=1$ Å and $\xi=20$ Å this is about 0.014 rad. Because the local slope varies, the rms error is about twice as large, still small compared with one. For a finite barrier, $\xi$ must also greatly exceed the decay length $1/\kappa$, so that a patch looks flat to the evanescent wave. Here 20 Å stands against 0.91 Å.

## The Gaussian average

On a sufficiently long surface, the spatial mean approaches the mean over the height distribution. The smaller this mean is, the longer the surface must be, since the random remainder has to become smaller still. For Gaussian heights,

$$\left\langle e^{-2ik\zeta}\right\rangle=
\frac{1}{h\sqrt{2\pi}}\int_{-\infty}^{\infty}
e^{-\zeta^2/2h^2-2ik\zeta}\,d\zeta .$$

Completing the square in the exponent gives

$$-\frac{\zeta^2}{2h^2}-2ik\zeta=
-\frac{(\zeta+2ikh^2)^2}{2h^2}-2k^2h^2 .$$

The integration line may be shifted by $2ikh^2$, because the integrand has no singularities and vanishes at large $|\mathrm{Re}\,\zeta|$. The remaining Gaussian integral cancels the prefactor. Hence

$$\left\langle e^{-2ik\zeta}\right\rangle=e^{-2k^2h^2},\qquad
\boxed{p=e^{-4k_F^2h^2}}.$$

For copper with $h=1$ Å the amplitude is 0.0247, and $p=0.0247^2=6.1\times10^{-4}$. Direct quadrature of the Gaussian average gives the same value.

Because the wall transmits nothing, the outgoing flux equals the incoming flux. The share outside the coherent mirror beam is therefore $1-p$, or 99.94 %.

For small roughness, $p\approx1-4k_F^2h^2$, so the loss starts quadratically. Solving for the roughness gives

$$\ln\frac1p=4k_F^2h^2,\qquad h=\frac{\sqrt{\ln(1/p)}}{2k_F}.$$

Half the intensity is lost at $h=0.306$ Å (0.031 nm), and 99 % at 0.789 Å (0.079 nm). In terms of the wavelength $\lambda=2\pi/k_F$ the rms phase is $4\pi h/\lambda$. The factor $4\pi$ is why a height of about one fifth of a wavelength already destroys the mirror beam.

## Comparison with full wave solutions

The local-mirror step was tested by solving the wave equation with $q_n$ kept as it stands, for 150 random hard walls with one lateral dimension, period 200 Å and $\xi=20$ Å. At $h=1$ Å the specular amplitude of a single surface differs from its local average by 0.0008 rms, while the amplitude itself is 0.257 rms. The outgoing flux equals the incoming flux to within $2\times10^{-12}$ of the latter.

The single-surface amplitude is far above 0.0247 because a finite surface also sends some randomly phased, diffuse intensity into the mirror direction. Averaging the amplitudes over surfaces before squaring suppresses this part, and gives $1.3\times10^{-4}$. The remaining noise is of order $0.257^2/150\approx4\times10^{-4}$, comparable with the predicted $6.1\times10^{-4}$. This average therefore confirms that $p$ is well below one percent, but cannot resolve its value.

A smoother wall gives a sharper comparison of the law. At $h=0.4$ Å the wave solutions give 0.294 and the formula 0.306, a difference within the sampling error expected for 150 surfaces.

## Oblique incidence and the meaning of diffuse

At angle $\theta$ from the normal, the incoming wave is $e^{ik_\parallel x-iqz}$ with $q=k_F\cos\theta$. The lateral factor is unchanged in the mirror beam, so the displacement phase becomes $-2q\zeta$. The same Gaussian average yields

$$p(\theta)=e^{-s\cos^2\theta}.$$

With $h=0.4$ Å and $\theta=45.7^\circ$, the wave solutions give 0.554 and this formula 0.561. For the 1 Å wall at $60^\circ$, $\cos^2\theta=1/4$ and the formula gives $p\approx e^{-7.40/4}=0.157$. The local step is less accurate here than at normal incidence, and the oblique wave solutions cover only the 0.4 Å wall, so this value is an estimate.

For electrons arriving from all directions in the metal, the flux on the wall is weighted by $\cos\theta$. With $u=\cos\theta$ the normalized weight is $2u\,du$, and

$$\bar p=\int_0^1 2u\,e^{-su^2}du=\int_0^1e^{-st}dt=\frac{1-e^{-s}}{s}=0.135,$$

where $t=u^2$. The mean falls only as $1/s$ for a very rough wall, because grazing electrons see small phases. It extends the local formula to grazing angles, where shadowing and diffraction weaken it, so it is an estimate.

This matters for resistance. An electron at normal incidence has no velocity along the wall and carries no current in that direction. Its $p$ must not be inserted as the single specularity of a film.

Nor does leaving the mirror beam mean leaving in all directions. Dividing $\overline{G^2}$ by $k^2$ gives, for one lateral direction,

$$(\sin\theta)_{\rm rms}=\frac{2\sqrt2\,h}{\xi}=0.141$$

for $\xi=20$ Å, about $8^\circ$. The wave solutions give 0.140. The mirror beam is almost empty, yet most electrons are deflected only slightly. "Diffuse" here means non-specular; to turn most electrons through large angles needs steeper roughness, beyond the regime of this derivation.

## When the height distribution matters

The exponential law belongs to Gaussian heights. Suppose instead that all heights within a full range $W$ are equally likely. Then

$$\frac1W\int_{-W/2}^{W/2}e^{-2ik\zeta}d\zeta=\frac{\sin kW}{kW},
\qquad p=\left(\frac{\sin kW}{kW}\right)^2.$$

The variance of this distribution is $W^2/12$. Keeping the rms height at 1 Å requires $W=\sqrt{12}$ Å and gives $p=0.045$: still mostly diffuse, but far above the Gaussian value. If 1 Å is instead the full peak-to-valley range, $p=0.517$ and half the beam survives. A quoted "0.1 nm roughness" must therefore be an rms value for the estimate to apply.

A larger change occurs when the surface consists of wide terraces at heights $md$, with $m$ an integer and $d$ the spacing of lattice planes. The phase $2kmd$ counts only modulo $2\pi$. If $2kd$ is a whole multiple of $2\pi$, all terraces reflect in step, however many levels there are. Otherwise the remainder adds up from level to level, and the result depends on the spacing and on how the levels are filled. Two equally filled levels with $2kd=\pi$, for example, cancel the mirror beam entirely. For the bell-shaped weights used next, and apart from the in-step case, the mirror beam weakens steadily as the spread over levels grows.

Take weights proportional to $e^{-m^2d^2/2w^2}$. Poisson summation turns a sum over heights spaced by $d$ into a sum over wave numbers spaced by $b=2\pi/d$. Since the transform of the Gaussian is proportional to $e^{-Q^2w^2/2}$, the normalized amplitude at $Q=2k$ is

$$\frac{\sum_j e^{-(Q-jb)^2w^2/2}}{\sum_j e^{-j^2b^2w^2/2}} .$$

The term $j=0$ is the smooth-roughness result; the others are revivals. On (001) terraces $d=a/2=1.805$ Å, so $b=3.48$ Å$^{-1}$, only 0.76 Å$^{-1}$ from $Q=2.72$ Å$^{-1}$. The term $j=1$ alone, with $w=1$ Å, gives $p\approx e^{-0.76^2}=0.56$. The full sum, with $w$ adjusted to keep the rms height at 1 Å, gives 0.573. With the same $k_F$ and the same rms height, the surface is now more than half specular.

For (210) planes the spacing is $a/(2\sqrt5)=0.807$ Å. The first revival then lies at $b=7.8$ Å$^{-1}$, far from $Q$, and $p=6.1\times10^{-4}$ again. "Far" means that $b-Q$ clearly exceeds $Q$, so that the $j=1$ term is small beside the $j=0$ term. The (110) planes, with $d=a/(2\sqrt2)=1.28$ Å and $b=4.92$ Å$^{-1}$, fail this test: $b-Q=2.2$ Å$^{-1}$ is below $Q$, and $p=0.013$, about twenty times the Gaussian value. The Gaussian estimate thus needs heights with a Gaussian distribution that is continuous, or whose levels are so finely spaced that no revival is near.

## Beside a real copper line

The lattice constant, barrier and operating temperature of 378 K used here are rough typical values; 1 Å rms is smooth for a patterned side wall. The thermal spread of electron energies hardly matters: $k_BT=0.033$ eV against $E_F=7.05$ eV raises $p$ by 0.2 % of its value. Thermal vibration of the wall atoms is not included. A Debye estimate gives an rms displacement near 0.09 Å at this temperature, which adds to the height variance and lowers $p$ by roughly 5 to 12 % of its value, the upper figure for softer surface atoms. A Fermi radius 5 % smaller or larger, a rough allowance for anisotropy, gives $p=1.3\times10^{-3}$ or $2.9\times10^{-4}$. Lattice-locked terraces are the largest correction calculated, moving $p$ from $6\times10^{-4}$ to 0.57 on (001) with the free-electron $k_F$; the same 5 % allowance in the Fermi radius moves this value between 0.47 and 0.68. The estimate does not apply to (111) facets, because the neck of copper's real Fermi surface leaves no normal-incidence state there at the Fermi level. If a line has a metal liner, the liner can transmit electrons. The flux missing from the mirror beam is then partly transmitted rather than diffusely reflected, by an amount this model does not determine.

For free electrons at an insulating or vacuum boundary with gentle roughness and Gaussian heights, 0.1 nm rms is enough to remove nearly all of the normal-incidence mirror beam. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Lattice constant: 3.61 angstrom
Electron density: 0.0850 per cubic angstrom
Fermi wave number: 1.360 per angstrom
Fermi energy: 7.05 eV
Fermi wavelength: 4.62 angstrom
State count / electron count: 0.9993
RMS roughness: 1.00 angstrom = 0.10 nm
RMS phase 2 kF h: 2.721 rad
Phase variance: 7.402 rad^2
Specular amplitude (magnitude): 0.0247
Specular fraction, formula: 6.099e-04
Specular fraction, quadrature: 6.099e-04
Diffuse fraction: 99.94 %
Roughness for p=0.50: 0.306 angstrom = 0.0306 nm
Roughness for p=0.01: 0.789 angstrom = 0.0789 nm
Specular fraction at 60 degrees: 0.157
Flux-weighted mean specular fraction: 0.135
Wave test, correlation length: 20.0 angstrom
Wave test, number of surfaces: 150
Wave test, largest flux error: 1.8e-12
Wave test, rms amplitude per surface: 0.257
Wave test, rms error of local reflection: 0.0008
Wave test, h=1 angstrom, coherent p: 1.3e-04
Wave test, h=0.4 angstrom, coherent p: 0.294
Formula, h=0.4 angstrom: 0.306
Oblique wave test, angle: 45.7 degrees
Oblique wave test, h=0.4 angstrom, p: 0.554
Oblique formula, h=0.4 angstrom: 0.561
RMS sine of scattering angle, wave: 0.140
RMS sine of scattering angle, formula: 0.141
Uniform heights, same rms, p: 0.045
Uniform heights, 1 angstrom full range, p: 0.517
(001) plane spacing: 1.805 angstrom
(001) locked heights, same rms, p: 0.573
(210) plane spacing: 0.807 angstrom
(210) locked heights, same rms, p: 6.100e-04
p with Fermi radius 5 % smaller: 1.26e-03
p with Fermi radius 5 % larger: 2.86e-04
Temperature: 378 K
Thermal energy: 0.0326 eV
Relative thermal change of p: 0.19 %
Barrier above Fermi level: 4.6 eV
Amplitude decay length outside: 0.91 angstrom
```
